# First Hyperpolarizability: Sum over States and the Two-State Limit: a program that tests the result

```python
"""First hyperpolarizability: sum over states and its two-state limit.

Result under test (hbar = 1, Taylor convention p2 = (1/2) beta F F):
  beta = sum over the six orderings (x, y, z) of three (dipole, Omega) pairs of
         sum_{m,n>0} <0|x|m> <m|y - y00|n> <n|z|0>
                     / ((w_m + Omega_x) (w_n - Omega_z)),
with Omega = (-(w1 + w2), w1, w2) and w_n the excitation energies.
For one excited state, static and along one axis:
  beta = 6 mu01^2 dmu / W^2 = 3 (hbar^2/m) f dmu / W^3,
W = gap, mu01 = transition dipole, dmu = dipole change,
f = 2 m W mu01^2 / hbar^2 (axial oscillator strength, dipoles in e angstrom).
Units: eV, angstrom, e; fields in V/angstrom; beta in e^3 angstrom^3 / eV^2.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as const

HBAR2_OVER_M = const.hbar**2 / const.m_e / const.e * 1e20   # eV angstrom^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
BETA_TO_AU = HARTREE**2 / BOHR**3


def sum_over_states(energies, dipoles, omegas):
    """Six-term sum; dipoles and omegas are listed for the three slots."""
    gaps = energies[1:] - energies[0]
    total = 0.0
    for left, middle, right in permutations(range(3)):
        bra = dipoles[left][0, 1:] / (gaps + omegas[left])
        ket = dipoles[right][1:, 0] / (gaps - omegas[right])
        shifted = dipoles[middle][1:, 1:] - dipoles[middle][0, 0] * np.eye(len(gaps))
        total += bra @ shifted @ ket
    return total


def driven_dipole(energies, drives, observed, harmonic, base, cutoff):
    """Fourier component exp(-i harmonic base t) of the dipole in the Floquet
    state grown from the ground state; each drive (q, dipole, A) is a field
    2 A cos(q base t)."""
    photons = np.arange(-cutoff, cutoff + 1)
    blocks, states = len(photons), len(energies)
    matrix = np.kron(np.eye(blocks), np.diag(energies))
    matrix = matrix - base * np.kron(np.diag(photons), np.eye(states))
    for q, dipole, amplitude in drives:
        shift = np.eye(blocks, k=q) + np.eye(blocks, k=-q)
        matrix = matrix - amplitude * np.kron(shift, dipole)
    vectors = np.linalg.eigh(matrix)[1]
    chosen = np.argmax(np.abs(vectors[cutoff * states]))
    phi = vectors[:, chosen].reshape(blocks, states)
    if harmonic > 0:
        ket, bra = phi[harmonic:], phi[:-harmonic]
    else:
        ket, bra = phi[:harmonic], phi[-harmonic:]
    return np.sum(bra.conj() * (ket @ observed.T))


def floquet_beta(energies, observed, harmonic, first, second, base, cutoff=10):
    """Mixed field derivative of the driven dipole, with one Richardson step."""
    def mixed(a):
        total = 0.0
        for s1, s2 in product((1, -1), repeat=2):
            drives = [(first[0], first[1], s1 * a), (second[0], second[1], s2 * a)]
            total += s1 * s2 * driven_dipole(energies, drives, observed,
                                             harmonic, base, cutoff)
        return total / (4 * a * a)
    step = 2e-3
    return (4 * mixed(step / 2) - mixed(step)) / 3


def finite_field_beta(hamiltonian, dipole, step=0.01):
    """Second derivative of the ground-state dipole in a static field."""
    def moment(field):
        ground = np.linalg.eigh(hamiltonian - field * dipole)[1][:, 0]
        return ground @ dipole @ ground
    return (-moment(2 * step) + 16 * moment(step) - 30 * moment(0.0)
            + 16 * moment(-step) - moment(-2 * step)) / (12 * step**2)


def relative(a, b):
    return abs(a - b) / abs(b)


# ---- Four states, complex dipoles: the sum and its permutation symmetry ----
rng = np.random.default_rng(7)
levels = np.array([0.0, 4.0, 5.5, 7.2])
raw = rng.normal(size=(3, 4, 4)) + 1j * rng.normal(size=(3, 4, 4))
dx, dy, dz = [(r + r.conj().T) / 2 for r in raw]
base = 0.25
beta_sum = sum_over_states(levels, (dx, dy, dz), (-5 * base, 2 * base, 3 * base))
sfg = floquet_beta(levels, dx, 5, (2, dy), (3, dz), base)
dfg_y = floquet_beta(levels, dy, -2, (5, dx), (3, dz), base)
dfg_z = floquet_beta(levels, dz, -3, (5, dx), (2, dy), base)
index_only = floquet_beta(levels, dy, 5, (2, dx), (3, dz), base)
permutation_errors = [relative(b, beta_sum) for b in (sfg, dfg_y, dfg_z)]
assert max(permutation_errors) < 1e-5
assert relative(index_only, sfg) > 1e-3

# ---- Static two-state tensor with dipoles in general directions ----
gap_test = 3.0
transition = np.array([0.8, 0.5, -0.3])
ground_dipole = np.array([0.2, -0.4, 0.5])
change = np.array([1.0, 0.6, 0.9])


def lower_energy(field):
    g, t, c = ground_dipole @ field, transition @ field, change @ field
    return np.linalg.eigvalsh([[-g, -t], [-t, gap_test - g - c]])[0]


h = 2e-3
third = sum(np.prod(s) * lower_energy(h * np.array(s))
            for s in product((1, -1), repeat=3)) / (8 * h**3)
tensor_xyz = 2 / gap_test**2 * (change[0] * transition[1] * transition[2]
                              + transition[0] * change[1] * transition[2]
                              + transition[0] * transition[1] * change[2])
assert relative(-third, tensor_xyz) < 1e-4

# ---- One electron in two Gaussian wells ----
deep, shallow, width, separation = 22.0, 20.0, 0.6, 2.5
photon = 0.5


def two_wells(length, points):
    """Hamiltonian and dipole in a sine grid representation with hard walls."""
    j = np.arange(1, points + 1)
    x = -length / 2 + j * length / (points + 1)
    modes = np.sqrt(2 / (points + 1)) * np.sin(np.pi * np.outer(j, j) / (points + 1))
    kinetic = (modes * (HBAR2_OVER_M / 2 * (j * np.pi / length)**2)) @ modes.T
    potential = (-deep * np.exp(-(x - separation / 2)**2 / (2 * width**2))
                 - shallow * np.exp(-(x + separation / 2)**2 / (2 * width**2)))
    return kinetic + np.diag(potential), np.diag(-x)


box_length, grid_points = 14.0, 139
hamiltonian, dipole_grid = two_wells(box_length, grid_points)
energies, orbitals = np.linalg.eigh(hamiltonian)
dipole = orbitals.T @ dipole_grid @ orbitals
gaps = energies[1:] - energies[0]
strengths = 2 * gaps * dipole[0, 1:]**2 / HBAR2_OVER_M
assert abs(strengths.sum() - 1) < 1e-5          # one electron, one dimension

W, mu01, f_axial = gaps[0], abs(dipole[0, 1]), strengths[0]
dmu = dipole[1, 1] - dipole[0, 0]
assert W > 2 * photon                           # below both resonances
beta_two = 3 * HBAR2_OVER_M * f_axial * dmu / W**3
beta_full = sum_over_states(energies, (dipole,) * 3, (0.0, 0.0, 0.0))
beta_field = finite_field_beta(hamiltonian, dipole_grid)
assert relative(beta_full, beta_field) < 1e-4
beta_bigger_box = finite_field_beta(*two_wells(18.0, 239))
assert relative(beta_bigger_box, beta_field) < 1e-5

# The two-state formula against the response of the truncated Hamiltonian.
two_levels = energies[:2] - energies[0]
two_dipole = dipole[:2, :2]
beta_two_field = finite_field_beta(np.diag(two_levels), two_dipole)
assert relative(beta_two, beta_two_field) < 1e-5

# Two states at three different frequencies against the driven solution.
omegas = np.array([-0.5, 0.2, 0.3])
closed = (mu01**2 * dmu * W**2 * (6 * W**2 - np.sum(omegas**2))
          / np.prod(W**2 - omegas**2))
driven = floquet_beta(two_levels, two_dipole, 5, (2, two_dipole),
                      (3, two_dipole), 0.1)
assert relative(driven, closed) < 1e-4

# Second harmonic: two states and the full electron, each against Floquet.
shg_two = 6 * mu01**2 * dmu * W**2 / ((W**2 - 4 * photon**2) * (W**2 - photon**2))
shg_two_driven = floquet_beta(two_levels, two_dipole, 2, (1, two_dipole),
                              (1, two_dipole), photon, cutoff=2)
assert relative(shg_two_driven, shg_two) < 1e-4
shg_full = sum_over_states(energies, (dipole,) * 3, (-2 * photon, photon, photon))
kept = 40
low_dipole = dipole[:kept, :kept]
shg_driven = floquet_beta(energies[:kept] - energies[0], low_dipole, 2,
                          (1, low_dipole), (1, low_dipole), photon, cutoff=2)
assert relative(shg_driven, shg_full) < 1e-4

# Where the full static value comes from.
ratio = dipole[0, 1:] / gaps
parts = 6 * np.outer(ratio, ratio) * (dipole[1:, 1:]
                                      - dipole[0, 0] * np.eye(len(gaps)))
cross = 2 * parts[0, 1:].sum()
rest = parts[1:, 1:].sum()
assert relative(parts[0, 0] + cross + rest, beta_field) < 1e-4

unit = "e^3 A^3/eV^2"
print("FOUR-STATE TEST, COMPLEX DIPOLES")
print("excitation energies:", levels[1:], "eV")
print(f"frequencies: {2*base:.2f} + {3*base:.2f} = {5*base:.2f} eV")
print(f"|beta| from sum over states: {abs(beta_sum):.6f} {unit}")
print(f"|beta| driven, sum frequency: {abs(sfg):.6f} {unit}")
print(f"|beta| driven, difference {2*base:.2f} eV: {abs(dfg_y):.6f} {unit}")
print(f"|beta| driven, difference {3*base:.2f} eV: {abs(dfg_z):.6f} {unit}")
print(f"largest relative deviation (complex): {max(permutation_errors):.1e}")
print(f"relative change, indices alone swapped: {relative(index_only, sfg):.3f}")
print("STATIC TWO-STATE TENSOR TEST")
print(f"beta_xyz formula: {tensor_xyz:.6f} {unit}")
print(f"beta_xyz from energy derivative: {-third:.6f} {unit}")
print("ONE ELECTRON IN TWO WELLS: INPUTS")
print(f"well depths: {deep:.1f} (right), {shallow:.1f} (left) eV")
print(f"Gaussian width parameter: {width:.1f} A")
print(f"well separation: {separation:.1f} A")
print(f"box length: {box_length:.1f} A; grid points: {grid_points}")
print(f"hbar^2/m: {HBAR2_OVER_M:.5f} eV A^2")
print("STATES")
print(f"ground energy: {energies[0]:.4f} eV")
print(f"gap W: {W:.4f} eV")
print(f"second excitation energy: {gaps[1]:.4f} eV")
print(f"mean position, ground: {-dipole[0, 0]:.4f} A")
print(f"mean position, first excited: {-dipole[1, 1]:.4f} A")
print(f"transition dipole |mu01|: {mu01:.4f} e A")
print(f"dipole change: {dmu:.4f} e A")
print(f"axial oscillator strength f_z: {f_axial:.4f}")
print(f"orientation-averaged f: {f_axial/3:.4f}")
print(f"sum of all f_z: {strengths.sum():.6f}")
print("STATIC HYPERPOLARIZABILITY")
print(f"two-state: {beta_two:.4f} {unit}")
print(f"two-state, finite field: {beta_two_field:.4f} {unit}")
print(f"cross terms with state 1: {cross:.4f} {unit}")
print(f"terms without state 1: {rest:.4f} {unit}")
print(f"full sum: {beta_full:.4f} {unit}")
print(f"full, finite field: {beta_field:.4f} {unit}")
print(f"two-state / full: {beta_two/beta_full:.4f}")
print(f"two-state, converted: {beta_two*BETA_TO_AU:.1f} a.u.")
print(f"full, converted: {beta_full*BETA_TO_AU:.1f} a.u.")
print("TWO STATES, THREE FREQUENCIES")
print(f"frequencies: {omegas[1]:.1f} + {omegas[2]:.1f} = {-omegas[0]:.1f} eV")
print(f"closed formula: {closed:.4f} {unit}")
print(f"driven solution: {driven.real:.4f} {unit}")
print("SECOND HARMONIC")
print(f"photon energy: {photon:.2f} eV")
print(f"two-state: {shg_two:.4f} {unit}")
print(f"full sum: {shg_full:.4f} {unit}")
print(f"full, driven solution: {shg_driven.real:.4f} {unit}")
print(f"enhancement over static, two-state: {shg_two/beta_two:.4f}")
print(f"enhancement over static, full: {shg_full/beta_full:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
FOUR-STATE TEST, COMPLEX DIPOLES
excitation energies: [4.  5.5 7.2] eV
frequencies: 0.50 + 0.75 = 1.25 eV
|beta| from sum over states: 0.195365 e^3 A^3/eV^2
|beta| driven, sum frequency: 0.195365 e^3 A^3/eV^2
|beta| driven, difference 0.50 eV: 0.195365 e^3 A^3/eV^2
|beta| driven, difference 0.75 eV: 0.195365 e^3 A^3/eV^2
largest relative deviation (complex): 6.2e-09
relative change, indices alone swapped: 1.641
STATIC TWO-STATE TENSOR TEST
beta_xyz formula: 0.014667 e^3 A^3/eV^2
beta_xyz from energy derivative: 0.014667 e^3 A^3/eV^2
ONE ELECTRON IN TWO WELLS: INPUTS
well depths: 22.0 (right), 20.0 (left) eV
Gaussian width parameter: 0.6 A
well separation: 2.5 A
box length: 14.0 A; grid points: 139
hbar^2/m: 7.61996 eV A^2
STATES
ground energy: -13.5889 eV
gap W: 2.0819 eV
second excitation energy: 12.0227 eV
mean position, ground: 0.8691 A
mean position, first excited: -0.8570 A
transition dipole |mu01|: 0.8804 e A
dipole change: 1.7261 e A
axial oscillator strength f_z: 0.4236
orientation-averaged f: 0.1412
sum of all f_z: 1.000000
STATIC HYPERPOLARIZABILITY
two-state: 1.8522 e^3 A^3/eV^2
two-state, finite field: 1.8522 e^3 A^3/eV^2
cross terms with state 1: -0.0700 e^3 A^3/eV^2
terms without state 1: -0.0028 e^3 A^3/eV^2
full sum: 1.7794 e^3 A^3/eV^2
full, finite field: 1.7794 e^3 A^3/eV^2
two-state / full: 1.0409
two-state, converted: 9255.0 a.u.
full, converted: 8891.2 a.u.
TWO STATES, THREE FREQUENCIES
frequencies: 0.2 + 0.3 = 0.5 eV
closed formula: 1.9963 e^3 A^3/eV^2
driven solution: 1.9963 e^3 A^3/eV^2
SECOND HARMONIC
photon energy: 0.50 eV
two-state: 2.5550 e^3 A^3/eV^2
full sum: 2.4712 e^3 A^3/eV^2
full, driven solution: 2.4712 e^3 A^3/eV^2
enhancement over static, two-state: 1.3795
enhancement over static, full: 1.3888
ALL CHECKS PASSED
```
